# Cyclotron resonance in linear polarization and Azbel–Kaner subharmonics in metals

Carriers of charge $-e$, effective mass $m$ and relaxation time $\tau$ move in a static magnetic field $B$ along $+z$. Alternating quantities vary as $e^{-i\omega t}$, with the real part understood. Write

$$x=\omega\tau,\qquad \omega_c=\frac{eB}{m},\qquad y=\omega_c\tau,\qquad g=1-ix,\qquad \sigma_0=\frac{ne^2\tau}{m},$$

where $n$ in $\sigma_0$ is the carrier density. Elsewhere $n$ is an integer. Parts (a)–(c) concern a thin semiconductor sheet normal to $B$, and parts (d)–(f) a metal with $B$ parallel to its surface.

## (a) Absorption of a linearly polarized field

**Question.** The electric field inside the sheet is uniform and points along $x$. Find the absorbed power per unit volume from the Drude equation of motion, and interpret it in terms of circular polarizations.

**Answer.** The equation of motion is

$$m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}.$$

Since $(\mathbf v\times\mathbf B)_x=v_yB$ and $(\mathbf v\times\mathbf B)_y=-v_xB$, setting $\dot{\mathbf v}=-i\omega\mathbf v$ and multiplying by $\tau/m$ gives

$$g v_x+y v_y=-\frac{e\tau}{m}E_x,\qquad -y v_x+g v_y=-\frac{e\tau}{m}E_y .$$

The current density is $-e$ times the carrier density times $\mathbf v$. Inverting the $2\times2$ matrix therefore gives

$$\sigma=\frac{\sigma_0}{g^2+y^2}\begin{pmatrix} g&-y\\ y&g\end{pmatrix}.$$

Because $g^2+y^2=(g+iy)(g-iy)$,

$$\frac{\sigma_{xx}}{\sigma_0}=\frac12\left[\frac1{g+iy}+\frac1{g-iy}\right]
=\frac12\left[\frac1{1-i(x-y)}+\frac1{1-i(x+y)}\right].$$

With $E_y=0$ the mean power density is $P=\tfrac12\mathrm{Re}(\mathbf J\cdot\mathbf E^*)=\tfrac12|E|^2\,\mathrm{Re}\,\sigma_{xx}$, where

$$f(x,y)\equiv\frac{\mathrm{Re}\,\sigma_{xx}}{\sigma_0}=\frac12\left[\frac1{1+(x-y)^2}+\frac1{1+(x+y)^2}\right].$$

A field proportional to $(1,i)$ rotates as $(\cos\omega t,\sin\omega t)$, the same sense as the free carriers. Acting on it with the matrix gives the response $\sigma_0/(g+iy)$, whose real part peaks at $y=x$ for any $\tau$. The opposite rotation gives the other term. A linear field is an equal mixture of the two, so the non-resonant rotation adds absorption that is largest at $B=0$ and can hide the peak.

## (b) How large must $\omega\tau$ be?

**Question.** The field $B$ is swept upward from zero at fixed $\omega$ and fixed $|E|$. Find (i) the condition for a maximum at nonzero $B$, with its position and height; (ii) the condition for the absorption at $B=0$ to be at most half the peak; (iii) the linewidth for $\omega\tau\gg1$.

**Answer.** (i) Put the two terms over a common denominator and let $N=1+x^2+y^2$. The two denominators are $N\mp2xy$, so

$$f=\frac{N}{N^2-4x^2y^2}.$$

Substituting $y^2=N-1-x^2$ and dividing by $N$,

$$f=\left[N-4x^2+\frac{4x^2(1+x^2)}{N}\right]^{-1}.$$

As a function of $N$, the bracket has a single minimum, where $N^2=4x^2(1+x^2)$, that is $N_*=2x\sqrt{1+x^2}$. The sweep starts at $N=1+x^2$. If $N_*$ does not exceed this value, the bracket rises throughout the sweep and $f$ only falls. A maximum at nonzero field thus requires

$$2x\sqrt{1+x^2}>1+x^2\;\Longleftrightarrow\;4x^2>1+x^2\;\Longleftrightarrow\;\omega\tau>\frac1{\sqrt3}\approx0.577 .$$

Its position and height are

$$y_*^2=2x\sqrt{1+x^2}-1-x^2,$$

$$f_*=\frac1{2N_*-4x^2}=\frac1{4x(\sqrt{1+x^2}-x)}=\frac{x+\sqrt{1+x^2}}{4x}.$$

For large $x$, expanding the root gives $y_*^2\approx x^2-1/(4x^2)$. The peak then lies below $\omega_c=\omega$ by a relative amount of only $1/(8x^4)$, and its height tends to $\tfrac12$, since only half the linear field is resonant. Because $f(x,y)=f(y,x)$, a frequency sweep at fixed $B$ and fixed $|E|$ gives the same condition on $\omega_c\tau$.

(ii) At $B=0$, $f=1/(1+x^2)$. The ratio to the peak is

$$R=\frac{4x}{(1+x^2)(x+\sqrt{1+x^2})}.$$

Setting $R=\tfrac12$ gives $8x=(1+x^2)(x+\sqrt{1+x^2})$. Let $x=\sinh t$, so that $x+\sqrt{1+x^2}=e^t$, and let $Q=e^{2t}$. Dividing by $e^t$,

$$4\left(1-\frac1Q\right)=\cosh^2t=\frac14\left(Q+2+\frac1Q\right).$$

Multiplication by $4Q$ gives $Q^2-14Q+17=0$, so $Q=7\pm4\sqrt2$. The lower root gives $x\approx0.15$, where there is no peak, and is discarded. For the upper root $1/Q=(7-4\sqrt2)/17$, and

$$x^2=\sinh^2t=\frac14\left(Q+\frac1Q-2\right)=\frac{23+16\sqrt2}{17}.$$

At $x=1/\sqrt3$ the ratio $R$ is 1, and for large $x$ it falls as $2/x^2$. It crosses $\tfrac12$ once in this range, so the condition is

$$\omega\tau\ge\sqrt{\frac{23+16\sqrt2}{17}}\approx1.64 .$$

The two thresholds answer different questions: whether a maximum exists, and whether it stands clear of the zero-field absorption.

(iii) For $x\gg1$ the non-resonant term is about $1/(8x^2)$ near the peak and can be dropped. The other term halves at $y-x=\pm1$. The full width is $\Delta y=2$, hence

$$\frac{\Delta B}{B}\approx\frac{2}{\omega\tau}.$$

## (c) Semiconductor example

**Question.** Take $m=0.10\,m_e$ and a frequency of 100 GHz. Compare $\tau=0.5$, 2 and 10 ps. For 10 ps, find the fraction of a normally incident wave absorbed at the peak by a free-standing sheet with $10^{19}$ carriers per m³ and thickness $d=1\ \mu$m. Neglect the lattice polarization.

**Answer.** The nominal resonance field is $m\omega/e=0.357$ T. Dividing the thresholds of (b) by $\omega=2\pi\times10^{11}\ \mathrm{s^{-1}}$ gives $\tau>0.92$ ps for a maximum and $\tau\ge2.61$ ps for half-depth.

| $\tau$ (ps) | $\omega\tau$ | $f(B=0)$ | peak $f$ | peak field (T) |
|---|---|---|---|---|
| 0.5 | 0.314 | 0.910 | none | none |
| 2 | 1.257 | 0.388 | 0.569 | 0.343 |
| 10 | 6.283 | 0.025 | 0.503 | 0.357 |

For 0.5 ps the absorption falls from $B=0$ onward; at the nominal resonance field it is 0.858. For 2 ps there is a maximum, but the zero-field value is $0.388/0.569=0.68$ of it, and the maximum is displaced by about 4% from $m\omega/e$. Reading a mass directly from that maximum would give an error of the same size. For 10 ps the ratio is 0.049, and the numerical relative width, 0.320, is close to $2/6.283=0.318$.

In a thin sheet the absorbed power per area is $\tfrac12d\,\mathrm{Re}\,\sigma_{xx}|E|^2$. If the sheet barely disturbs the field, the incident flux is $|E|^2/(2Z_0)$, with $Z_0$ the vacuum impedance, and the absorbed fraction is

$$A\approx Z_0d\,\mathrm{Re}\,\sigma_{xx}=(Z_0\sigma_0d)f .$$

Here $\sigma_0=28.2$ S/m and $Z_0\sigma_0d=0.0106$, so $A\approx0.0106\times0.503=0.53\%$.

The small load also justifies taking the internal field as linear. To see the correction, match the fields across the sheet: the tangential electric field is continuous, and the magnetic field jumps by the sheet current. For a circular component with load $s=Z_0\sigma d$, where $\sigma$ is its scalar conductivity, this gives transmission $1/(1+s/2)$. For real $s$ the absorption is $s/(1+s/2)^2\approx s(1-s)$. The relative correction to the resonant component is therefore about 1%. The full calculation from transmission and reflection gives 0.529%, against 0.534% for the thin-sheet formula.

## (d) Why a metal is different

**Question.** A metal has a cylindrical Fermi surface with axis along $B$, Fermi velocity $v_F$ and orbit radius $r=v_F/\omega_c$. The surface normal is along $x$. Find the conductivity for one Fourier component $e^{iqX}$ of the skin field, where $X$ is the depth coordinate. What is the response to $E_y$ when no charge may accumulate, and what does it become for a uniform field?

**Answer.** Between collisions an electron gains energy at the rate $-e\mathbf E\cdot\mathbf v$. In the relaxation-time approximation its contribution to the current is set by the energy gained along its past orbit, weighted by the survival probability $e^{-s}$, where $s$ is the elapsed time in units of $\tau$. The orbit is $\mathbf v=v_F(\cos\theta,\sin\theta)$ with $\dot\theta=\omega_c$, so $X=r\sin\theta+\text{const}$. With $k=qr$, $\hat{\mathbf v}=\mathbf v/v_F$ and $\theta'=\theta-ys$,

$$\frac{\sigma_{ab}}{\sigma_0}=2\int_0^\infty ds\,e^{-gs}\left\langle\hat v_a(\theta)\,\hat v_b(\theta')\,e^{ik(\sin\theta'-\sin\theta)}\right\rangle_\theta .$$

The factor 2 makes the static uniform conductivity at $B=0$ equal to $\sigma_0$, because $\langle\cos^2\theta\rangle=\tfrac12$.

Differentiate $e^{ik\sin\theta}=\sum_nJ_n(k)e^{in\theta}$ with respect to $\theta$ and to $k$:

$$\cos\theta\,e^{ik\sin\theta}=\sum_n\frac nkJ_ne^{in\theta},\qquad
\sin\theta\,e^{ik\sin\theta}=-i\sum_nJ_n'e^{in\theta}.$$

The average over $\theta$ pairs equal $n$, leaving $e^{-inys}$. The integral over $s$ then gives $1/(g+iny)$:

$$\frac{\sigma_{yy}}{\sigma_0}=2\sum_n\frac{J_n'^2}{g+iny},\qquad
\frac{\sigma_{xx}}{\sigma_0}=2\sum_n\frac{(n/k)^2J_n^2}{g+iny},$$

$$\frac{\sigma_{yx}}{\sigma_0}=-\frac{\sigma_{xy}}{\sigma_0}=2i\sum_n\frac{(n/k)J_nJ_n'}{g+iny}.$$

Each denominator is $1-i(x-ny)$, resonant at $\omega=n\omega_c$. The Bessel factors decide which harmonics are driven. As $k\to0$, $J_{\pm1}'\to\pm\tfrac12$ and the other derivatives vanish, so $\sigma_{yy}$ returns to the Drude form.

In a good metal the displacement current is negligible and charge neutrality requires $J_x=0$. With no density change, the collision term also needs no correction for local particle conservation. A field $E_x=-\sigma_{xy}E_y/\sigma_{xx}$ builds up, and

$$\sigma_{\rm eff}=\sigma_{yy}-\frac{\sigma_{yx}\sigma_{xy}}{\sigma_{xx}} .$$

For a uniform field, the second equation of motion in (a) with $v_x=0$ gives $\sigma_{\rm eff}=\sigma_0/g$. Its real part, $\sigma_0/(1+x^2)$, does not depend on $B$. For this single group of carriers the screened uniform response thus has no cyclotron resonance, and resonance requires a field that varies across the orbit. Carriers with two different masses can resonate even in a uniform field, because $J_x=0$ then constrains only their total current. In the sheet of (a), by contrast, both current components lie in the plane and a uniform field accumulates no charge except at the edges, which are taken to be far away.

## (e) Large orbits

**Question.** Evaluate $\mathrm{Re}\,\sigma_{\rm eff}$ for $k\gg1$, averaged over its rapid oscillation with $q$. Express it through $\nu=\omega/\omega_c$ and $l=v_F\tau$, and state when screening can be neglected.

**Answer.** For $|n|\ll k$ the average of $J_n'^2$ over an oscillation is $1/(\pi k)$. A skin field contains a spread of $q$, which motivates the average. Hence

$$\frac{\langle\sigma_{yy}\rangle}{\sigma_0}\approx\frac2{\pi k}\sum_n\frac1{g+iny}.$$

To sum, write each term as $\int_0^\infty ds\,e^{-(g+iny)s}$. The sum of $e^{-inys}$ is a train of delta functions of weight $2\pi/y$ at $s=2\pi p/y$, with $p$ an integer. The one at $s=0$ counts half in the symmetric sum. With $w=e^{-2\pi g/y}$,

$$\sum_n\frac1{g+iny}=\frac{2\pi}{y}\left[\frac12+\sum_{p\ge1}w^p\right]=\frac\pi y\,\frac{1+w}{1-w}=\frac\pi y\coth\frac{\pi g}{y}.$$

The $p$-th term is the memory of the field $p$ revolutions earlier. Returns add in phase when the field completes a whole number of periods per revolution.

Now $ky=qv_F\tau=ql$. Write $\pi g/y=a-ib$, with $2a=2\pi/y=2\pi\nu/x\equiv\beta$ and $2b=2\pi\nu$. Multiplying the numerator and denominator of $\coth$ by $\sinh(a+ib)$ gives real part $\sinh2a/(\cosh2a-\cos2b)$. Therefore

$$\mathrm{Re}\,\sigma_{\rm eff}\approx\frac{2\sigma_0}{ql}S,\qquad
S=\frac{\sinh\beta}{\cosh\beta-\cos2\pi\nu}.$$

As $B\to0$, $\beta\to\infty$ and $S\to1$, so $S$ is the absorption, averaged over one oscillation in $k$ near the given $q$, relative to its zero-field value at the same field amplitude. Without the average, $J_n'^2\approx(2/\pi k)\sin^2(k-n\pi/2-\pi/4)$, so a well-resolved resonance of a single component can lie anywhere between nearly zero and about twice the height given by $S$.

It remains to bound the screening term. Use $n=[(g+iny)-g]/(iy)$ together with $\sum J_n^2=1$, $\sum nJ_n^2=0$ and $\sum J_nJ_n'=0$. Applying this twice to $\sigma_{xx}$ and once to $\sigma_{yx}$ gives

$$\frac{\sigma_{xx}}{\sigma_0}=\frac{2g}{k^2y^2}(1-gU),\qquad
\frac{\sigma_{yx}}{\sigma_0}=-\frac{2g}{ky}T,$$

$$U=\sum_n\frac{J_n^2}{g+iny},\qquad T=\sum_n\frac{J_nJ_n'}{g+iny}.$$

The screening term is then $2gT^2/(1-gU)$ in units of $\sigma_0$. At a well-resolved resonance $U$ and $T$ are at most of order $1/(\pi k)$, whereas the main term is of order $2/(\pi k)$. The relative correction is therefore at most of order $\omega\tau/(\pi k)$, and screening can be neglected when $k\gg\omega\tau/\pi$. The average $1/(\pi k)$ also needs $|n|\ll k$ for the terms that carry the real part of the sum, those with $|n-\nu|\lesssim\max(1,1/y)$. This requires $k\gg1$, $\nu\ll k$ (that is, $\omega\ll qv_F$) and $1/y\ll k$ (that is, $ql\gg1$). The last two do not depend on $B$, and they are what the zero-field value $2\sigma_0/(ql)$ requires. The conditions $k\gg1$ and $k\gg\omega\tau/\pi$ fail at high $B$, because $k\propto1/B$.

## (f) Subharmonics and their resolution

**Question.** Find the resonance fields, their widths, and the $\omega\tau$ at which the value of $S$ at $\nu=n+\tfrac12$ is at most half that at $\nu=n$. Apply the results to $m=m_e$, 24 GHz, $\tau=0.2$ ns, $v_F=10^6$ m/s and $1/q=0.1\ \mu$m. Contrast them with the Drude line.

**Answer.** For small $\beta$ the peaks lie close to integer $\nu$, so

$$B_n\approx\frac{m\omega}{ne}=\frac{B_1}{n}.$$

These are harmonics of $\omega_c$, seen as subharmonics in field. Near $\nu=n$,

$$S\approx\frac{2\beta}{\beta^2+(2\pi\,\delta\nu)^2},$$

where $\delta\nu=\nu-n$. The half-width is $\beta/2\pi=n/x$. Since $B\propto1/\nu$, the relative full width is again $2/(\omega\tau)$ for each such order. The spacing from $B_n$ to $B_{n+1}$, relative to $B_n$, is $1/(n+1)$, so higher orders crowd together and eventually merge.

At integer and half-integer $\nu$ the cosine is $+1$ and $-1$, giving

$$S(n)=\coth\frac{\pi n}{x},\qquad S(n+\tfrac12)=\tanh\frac{\pi(n+\frac12)}{x}.$$

The required condition is

$$\tanh\frac{\pi n}{x}\,\tanh\frac{\pi(n+\frac12)}{x}\le\frac12 .$$

Replacing both arguments by their mean and using $\operatorname{artanh}(1/\sqrt2)=\ln(1+\sqrt2)$ gives the estimate

$$\omega\tau\gtrsim\frac{\pi(n+\frac14)}{\ln(1+\sqrt2)}\approx3.56\,(n+\tfrac14),$$

which agrees with the numerical thresholds within 5% for $n=1$ to 8.

In the example $\omega\tau=30.2$, $l=200\ \mu$m and $r=6.63\ \mu$m at $B_1$. Thus $k=6.63/0.1=66$ there, well above $\omega\tau/\pi\approx10$, and $k$ grows as $B$ falls.

| $n$ | $B_n$ (T) | needed $\omega\tau$ | $S(n)$ | $S(n+\frac12)$ |
|---|---|---|---|---|
| 1 | 0.857 | 4.29 | 9.63 | 0.155 |
| 2 | 0.429 | 7.93 | 4.87 | 0.255 |
| 3 | 0.286 | 11.5 | 3.30 | 0.349 |
| 4 | 0.214 | 15.1 | 2.54 | 0.437 |

The full kinetic sums, including screening and averaged over one oscillation in $k$ as in (e), give 9.562 instead of 9.635 at $n=1$, a difference of 0.8% of $S$. The other entries for $S$ differ by less than 1%. This close agreement holds at $\nu=n$ and $\nu=n+\tfrac12$, where the leading screening term is nearly imaginary. On the flanks of a line screening matters more: it lowers the averaged response by about 7% near $\nu=0.97$ and raises it by about 7% near $\nu=1.035$, and the corresponding changes for $n=2$ are about 3.5%, within the bound $\omega\tau/(\pi k)$ of (e). Eight orders satisfy the criterion at this $\omega\tau$.

At the same $\omega\tau$ the Drude line of (a) has one maximum, and at $B_1/2$ its absorption is 0.5% of the peak. A longer $\tau$ sharpens that line but creates no subharmonics; for the circular orbits assumed here, these come from the spatial variation of the field. Noncircular orbits can produce harmonics of $\omega_c$ even in a uniform field. The thresholds 1.64 and 4.29 also measure different things: the first compares a peak with zero field, the second with a neighbouring dip.

The metal result is the absorption for a field of given amplitude, averaged over a band of $q$ of width $\pi/r$. A single Fourier component does not follow $S$: its response oscillates with $k=qr$, and hence with $B$, so that at exactly $1/q=0.1\ \mu$m the value at $n=1$ is about 16 rather than 9.6 and the value at $n=2$ is about 0.2 rather than 4.9. A measured surface impedance also requires the field profile and the scattering of electrons at the surface, so its line shapes and contrasts are not those of $S$, and even the sense changes. For a given incident wave, a larger conductivity shrinks the skin depth and the field at the surface. With the averaged conductivity of (e), the skin wavenumber obeys $q^3\propto\coth(\pi g/y)$ and the impedance scales as $[\coth(\pi g/y)]^{-1/3}$. At $B_n$ the surface resistance then falls to $S(n)^{-1/3}$ of its zero-field value, 0.47 at $n=1$, instead of rising, and its minima are displaced from $B_n$. The depth and position of these dips depend on how the surface is treated. The numerical check covers the main formulas and the tabulated values within these models.

## Calculated quantities

```
semiconductor: m = 0.10 m_e, f = 100 GHz
resonance field m*omega/e = 0.3572 T
omega*tau for a maximum at B>0 = 0.5774
omega*tau for half-depth = 1.6383
tau for a maximum = 0.919 ps
tau for half-depth = 2.607 ps
tau = 0.5 ps: omega*tau = 0.3142
  Re sigma_xx/sigma0 at B=0: 0.9102, at m*omega/e: 0.8585
  no maximum at nonzero field
tau = 2.0 ps: omega*tau = 1.2566
  Re sigma_xx/sigma0 at B=0: 0.3877, at m*omega/e: 0.5683
  peak at 0.3432 T, height 0.5695, B=0/peak = 0.6808
tau = 10.0 ps: omega*tau = 6.2832
  Re sigma_xx/sigma0 at B=0: 0.0247, at m*omega/e: 0.5031
  peak at 0.3572 T, height 0.5031, B=0/peak = 0.0491
tau = 10 ps: full width/peak field = 0.3204, 2/(omega*tau) = 0.3183
sheet: n = 1.0e+19 m^-3, d = 1.0 um, sigma0 = 28.18 S/m
Z0*sigma0*d = 0.01062
absorbed at peak: thin-sheet 0.5341 %, from T and R 0.5286 %
metal: m = m_e, f = 24 GHz, tau = 0.2 ns, v_F = 1.0e+06 m/s
1/q = 0.1 um, l = 200 um, r at B_1 = 6.63 um
omega*tau = 30.159, q*r at B_1 = 66.31, q*l = 2000
zero-field Re sigma/sigma0 = 0.000999, 2/(q l) = 0.001000
n = 1: B_n = 0.8574 T, needed omega*tau = 4.287
  S at n: 9.635 (kinetic 9.562); at n+1/2: 0.155 (kinetic 0.154)
n = 2: B_n = 0.4287 T, needed omega*tau = 7.927
  S at n: 4.869 (kinetic 4.862); at n+1/2: 0.255 (kinetic 0.254)
n = 3: B_n = 0.2858 T, needed omega*tau = 11.520
  S at n: 3.303 (kinetic 3.301); at n+1/2: 0.349 (kinetic 0.349)
n = 4: B_n = 0.2143 T, needed omega*tau = 15.100
  S at n: 2.537 (kinetic 2.536); at n+1/2: 0.437 (kinetic 0.436)
kinetic dip/peak at the n=1 threshold = 0.4978
resolved orders at omega*tau = 30.16: 8
Drude line, same omega*tau: number of maxima = 1
Drude absorption at B_1/2 relative to peak = 0.00487
uniform field with J_x = 0, at B_1: Re sigma/sigma0 = 0.001098
```
